# Onsager Radius and Ion Pairing in Silicon at 300 K

## Question

A mobile ion of charge \(+e\) diffuses through silicon that contains fixed ions of charge \(-e\). Treat silicon as a continuum of static relative permittivity \(\varepsilon=11.7\) at \(T=300\) K. Here "screened" means reduced by this permittivity; screening by free carriers enters in part (f).

Where a real pair is needed, take interstitial iron, Fe⁺, and substitutional boron, B⁻, in p-type silicon with \(N=1.0\times10^{16}\) boron atoms per cm³ and much less iron. The two pair on contact, at \(a=0.235\) nm, the nearest-neighbour distance for a cubic cell edge of 0.543 nm. Rough typical values for iron are a diffusion prefactor of \(1.0\times10^{-3}\) cm²/s and a migration energy of 0.67 eV. Use \(e^2/(4\pi\varepsilon_0)=1.4400\) eV nm and \(kT=0.02585\) eV. The results below were computed with unrounded values, so a last digit may differ from that given by the rounded numbers shown.

## Part (a): the equal-energy radius

**Find the separation \(r_c\) at which the magnitude of the Coulomb energy equals \(kT\).**

**Answer.** The attractive force at separation \(s\) has magnitude \(e^2/(4\pi\varepsilon_0\varepsilon s^2)\). The work needed to pull the ions from \(r\) to infinity is

\[
W=\int_r^\infty\frac{e^2}{4\pi\varepsilon_0\varepsilon s^2}\,ds
=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\left[-\frac1s\right]_r^\infty
=\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
\]

With the energy set to zero at infinity, \(U(r)=-W\). Setting \(|U(r_c)|=kT\) gives the Onsager radius,

\[
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT}
=\frac{1.4400\ \text{eV nm}}{11.7\times0.02585\ \text{eV}}
=\frac{0.1231}{0.02585}\ \text{nm}=4.76\ \text{nm},
\]

or \(4.76\times10^{-9}\) m. The energy can now be written as

\[
u(r)\equiv\frac{U(r)}{kT}=-\frac{r_c}{r}.
\]

The thermal energy is taken as \(kT\). The mean kinetic energy \(\tfrac32kT\) would give two thirds of the radius, 3.17 nm. Part (b) shows why \(kT\) is the useful choice: the motion depends on the ratio \(U/kT\). The permittivity matters less: 11.9 instead of 11.7 gives 4.68 nm.

The radius is about 20 bond lengths, so a bulk permittivity is reasonable there. It is doubtful at contact, one bond length away.

## Part (b): the capture radius

**A fixed ion removes every mobile ion that reaches \(r=a\). Far away the mobile density is \(c_\infty\). Find the steady capture rate for opposite and for like charges.**

**Answer.** The outward flux density has a diffusion part, \(-D\,dc/dr\), and a drift part. The force is \(-dU/dr\), and by the Einstein relation the drift velocity per unit force is \(D/kT\). The drift part is therefore \(-Dc\,du/dr\). The total inward flow through a sphere of radius \(r\) is

\[
J=4\pi r^2D\left(\frac{dc}{dr}+c\frac{du}{dr}\right).
\]

In the steady state \(J\) is the same for every \(r\). Multiplication by \(e^u\) turns the bracket into a single derivative:

\[
\frac{d}{dr}\left(c\,e^u\right)=\frac{J}{4\pi D}\frac{e^u}{r^2}.
\]

Integrate from \(a\), where \(c=0\), to infinity, where \(c=c_\infty\) and \(u=0\):

\[
J=4\pi DR\,c_\infty,\qquad
\frac1R=\int_a^\infty\frac{e^{u(r)}}{r^2}\,dr .
\]

\(R\) is the capture radius: without any force \(u=0\) and \(R=a\). For opposite charges put \(x=1/r\), so that \(dx=-dr/r^2\):

\[
\frac1R=\int_0^{1/a}e^{-r_cx}\,dx=\frac{1-e^{-r_c/a}}{r_c},
\qquad R_{\rm opp}=\frac{r_c}{1-e^{-r_c/a}} .
\]

For like charges \(u=+r_c/r\), and the same substitution gives

\[
R_{\rm like}=\frac{r_c}{e^{r_c/a}-1}.
\]

If \(r_c\ll a\), expanding the exponentials to first order returns \(R=a\) in both cases. At \(a=r_c/2\) the radii are \(1.157\,r_c\) and \(0.157\,r_c\).

For the iron–boron pair \(r_c/a=20.2\), and \(e^{-20.2}\) is of order \(10^{-9}\). Hence \(R_{\rm opp}=r_c=4.76\) nm to the accuracy of the data. Even a contact distance of 1 nm would give 4.80 nm. The doubtful short-range part of the potential therefore hardly affects the rate, provided that it puts no barrier in the way.

The density shows why. Integrating from \(a\) to \(r\) instead of to infinity, and multiplying by \(e^{-u}=e^{r_c/r}\), gives

\[
c(r)=c_\infty\,\frac{1-e^{-r_c/a+r_c/r}}{1-e^{-r_c/a}} .
\]

When \(a\ll r_c\), this is uniform except in a thin layer at contact. With no gradient, the flow is pure drift. The inward speed is \(D\,du/dr=Dr_c/r^2\), and multiplication by \(4\pi r^2c_\infty\) gives \(4\pi Dr_cc_\infty\) at every radius.

## Part (c): is \(r_c\) the edge of capture?

**Find the probability that an ion starting at \(r\) escapes to a large radius \(L\) before it reaches \(a\). Interpret the value at \(r=r_c\).**

**Answer.** Let \(p(r)\) be this probability. In a short time \(\tau\) the ion moves by a random displacement with mean \(-D\tau\nabla u\) and variance \(2D\tau\) along each axis. The probability before the step equals its average after the step. Expanding that average to first order in \(\tau\) gives

\[
p=p+\tau\left(D\nabla^2p-D\nabla u\cdot\nabla p\right),
\]

so the bracket vanishes. For a function of \(r\) alone,

\[
p''+\frac2rp'-u'p'=0
\quad\Longrightarrow\quad
\frac{d}{dr}\left(r^2e^{-u}p'\right)=0 .
\]

The second form is the first multiplied by \(r^2e^{-u}\). Thus \(p'\) is proportional to \(e^u/r^2=e^{-r_c/r}/r^2\), whose integral is \(e^{-r_c/r}/r_c\). The conditions \(p(a)=0\) and \(p(L)=1\) fix the two constants:

\[
p(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{e^{-r_c/L}-e^{-r_c/a}}
\;\longrightarrow\; e^{-r_c/r}
\quad(L\to\infty,\ a\ll r_c,\,r).
\]

An ion starting at \(r_c\) escapes with probability \(e^{-1}=0.368\). The radius is therefore not a sharp edge. Escape and capture are equally likely where \(r_c/r=\ln2\), that is at \(r=r_c/\ln2=6.87\) nm.

Real ions hop between sites, so the continuum result was compared with a simulated random walk on silicon's tetrahedral interstitial sites. The hop rate to each neighbour was proportional to \(\exp[(U_{\rm here}-U_{\rm there})/2kT]\), which satisfies detailed balance. Walks ended at the sites 0.235 nm from the fixed ion or beyond \(L=3r_c=14.28\) nm. Of 6000 walks from 4.74 nm, a fraction 0.516 escaped; the formula with this finite \(L\) gives 0.511. From 2.32 nm the values were 0.177 and 0.179. The standard error of such a fraction is at most \(\sqrt{0.25/6000}=0.0065\), so no effect of the lattice is resolved.

## Part (d): the pairing time

**Find the time constant for pairing of iron with boron, and compare it with that of a neutral pair having the same \(D\), \(N\) and \(a\).**

**Answer.** Let the boron atoms capture independently, and let their number stay nearly constant because iron is scarce. Each removes \(4\pi Dr_cc\) ions per unit time, so

\[
\frac{dc}{dt}=-4\pi Dr_cN\,c,\qquad
c=c_0e^{-t/\tau_p},\qquad
\tau_p=\frac{1}{4\pi Dr_cN}.
\]

The diffusivity is

\[
D=1.0\times10^{-3}\,e^{-0.67/0.02585}\ \text{cm}^2/\text{s}
=5.55\times10^{-15}\ \text{cm}^2/\text{s}.
\]

With \(r_c=4.761\times10^{-7}\) cm,

\[
\tau_p=\frac{1}{4\pi(5.55\times10^{-15})(4.761\times10^{-7})(10^{16})}\ \text{s}
\approx3.0\times10^3\ \text{s},
\]

or about 50 minutes. For the neutral pair \(R=a\), and pairing is slower by \(r_c/a=20.2\), which makes it about 17 hours. This is a continuum figure at a distance of one hop. On the interstitial network of part (c), the four contact sites have a neutral capture radius of 0.218 nm, which gives a factor near 22 and about 18 hours.

Insertion of \(r_c\) cancels the factor \(4\pi\):

\[
\tau_p=\frac{\varepsilon_0\varepsilon\,kT}{e^2DN}.
\]

At fixed \(D\), a larger permittivity weakens the attraction and lengthens the pairing time. In practice the temperature acts mainly through the exponential in \(D\).

Pairing of iron with boron does occur in p-type silicon at room temperature, and a doping of \(10^{16}\) cm⁻³ is an ordinary one. The calculated 50 minutes is a model estimate, not a measurement. An increase of 0.02 eV in the migration energy alone lengthens it by \(e^{0.02/0.02585}=2.17\), so the result is good to a factor of about two at best.

## Part (e): was steady flow justified?

**The iron is spread uniformly at \(t=0\). Find the leading late-time correction to the steady flow, for attracting, neutral and repelling pairs.**

**Answer.** Write \(u=-s\,r_c/r\), with \(s=+1,0,-1\) for the three cases. Integrating the equation of part (b) from \(r\) to infinity gives

\[
c_{\rm st}(r)=c_\infty e^{-u}\left(1-R\int_r^\infty\frac{e^{u(r')}}{r'^2}\,dr'\right)
\approx c_\infty\left(1+\frac{s\,r_c-R}{r}\right)
\]

at large \(r\), where \(e^{-u}\approx1+s\,r_c/r\) and the integral is approximately \(1/r\). The uniform start exceeds this steady density by \(c_\infty(R-s\,r_c)/r\).

At late times the excess spreads over distances of order \(\sqrt{Dt}\), much larger than \(r_c\) and \(a\), where the motion is nearly free diffusion. Its value near the centre is the starting excess averaged over a spreading Gaussian. The average of \(1/r\) is

\[
\int_0^\infty\frac1r\,\frac{e^{-r^2/4Dt}}{(4\pi Dt)^{3/2}}\,4\pi r^2dr
=\frac{4\pi\,(2Dt)}{(4\pi Dt)^{3/2}}=\frac{1}{\sqrt{\pi Dt}} .
\]

This slowly changing excess adds to the density that feeds the capture. To leading order,

\[
J(t)\approx4\pi DR\,c_\infty\left[1+\frac{R-s\,r_c}{\sqrt{\pi Dt}}\right].
\]

For a neutral pair \(R=a\), and the correction is \(a/\sqrt{\pi Dt}\). For opposite charges with \(a\ll r_c\), \(R=r_c\) and the correction vanishes. This agrees with part (b), where the uniform density was already the steady one.

A finite-volume solution of the drift-diffusion equation around one boron atom, with the iron–boron values and a uniform start, gives a flow at 50 minutes equal to the steady flow to three decimals. Its average up to that time is also equal to three decimals. For this unscreened attraction, the exponential law of part (d) therefore needs no correction for the start.

## Part (f): limits of the model

**Estimate the effect of holes and of neighbouring boron atoms. State whether the radius from part (a) may be used at a furnace temperature of 1273 K.**

**Answer.** Holes collect around a negative ion and weaken its field. In a potential \(\phi\) their density is \(p\,e^{-e\phi/kT}\approx p(1-e\phi/kT)\). The uniform part is balanced by the boron charge, leaving a charge density \(-e^2p\phi/kT\). Poisson's equation becomes

\[
\nabla^2\phi=\frac{\phi}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0\varepsilon kT}{e^2p}} .
\]

For a spherical potential this reads \((r\phi)''=r\phi/\lambda^2\). The decaying solution is \(\phi\propto e^{-r/\lambda}/r\), so the energy gains a factor \(e^{-r/\lambda}\). The equal-energy condition is now

\[
r=r_c\,e^{-r/\lambda}.
\]

With \(p=N\), \(\lambda=40.9\) nm, and the numerical root is 4.29 nm. Numerical integration of the formula for \(1/R\) with the weakened energy gives a capture radius of 4.31 nm, about 9 % below the unscreened value. If the flow were steady throughout, the pairing time would rise by about 10 %. For a single boron atom and a uniform start, this overstates the rise. With \(p=N\), the formulas for \(\tau_p\) and \(\lambda\) give \(\tau_p=\lambda^2/D\), so in one pairing time the ions diffuse over distances only comparable with the screening length, and the flow is still above its steady value. A numerical solution puts it about 5 % above at \(t=\tau_p\), and for independent boron atoms the time to fall to \(1/e\) rises by only about 4 %. The linear expansion fails inside \(r_c\), where \(|e\phi|>kT\), so this is an estimate of size.

The sphere holding one boron atom on average has radius \((3/4\pi N)^{1/3}=28.8\) nm. The Coulomb energy at that distance is \((4.76/28.8)kT=0.165\,kT\). For comparison, expanding \(-(r_c/r)e^{-r/\lambda}\) for \(r\ll\lambda\) gives \(-r_c/r+r_c/\lambda\), so the holes shift the energy near the ion by about \((4.76/40.9)kT=0.12\,kT\). The two disturbances are thus of similar size in energy. Because \(\lambda\) exceeds this radius, they should be treated together. Give each boron atom a neutral sphere of radius 28.8 nm holding one hole spread uniformly. The field then vanishes at the edge, and \(\nabla^2u=-4\pi r_cN\) away from the ion. A uniform iron density obeys \(\partial c/\partial t=Dc\,\nabla^2u=-4\pi Dr_cN\,c\), which is the rate of part (d) unchanged. Letting the holes respond linearly within the sphere lengthens the pairing time by about 1 %. In this cell picture the two effects largely cancel.

Three other assumptions hold well here.

- **Boron charge.** For a rough acceptor level of 0.045 eV, a valence-band density \(N_v=3\times10^{19}\) cm⁻³ and an acceptor degeneracy of four, mass action reads \(p^2/(N-p)=(N_v/4)e^{-0.045/0.02585}\). It leaves 0.75 % of the boron neutral.
- **Iron charge.** The Fermi level lies \(kT\ln(N_v/p)=0.207\) eV above the valence band. With the iron level at a rough 0.38 eV and equal degeneracies, the neutral fraction is \(1/[1+e^{(0.38-0.207)/0.02585}]\), or 0.12 %.
- **Permanent pairs.** The continuum energy at contact is \(0.1231/0.235=0.523\) eV. There are four contact sites per boron atom, and eight interstitial sites per cubic cell, or \(5.0\times10^{22}\) cm⁻³. The equilibrium ratio of paired to free iron is then \(4N/(5.0\times10^{22})\times e^{0.523/0.02585}\), roughly 500. Even the order of magnitude is uncertain. The bulk permittivity is doubtful at one bond length, and each 0.06 eV in the binding energy changes the ratio tenfold. A binding energy of 0.6 eV or more would raise the ratio more than tenfold, which only strengthens the assumption.

At 1273 K the room-temperature radius must not be used. If the permittivity rises by a rough \(10^{-4}\) of its value per kelvin, it reaches 12.8, and the formula of part (a) gives \(r_c=1.02\) nm. Thermally generated carriers reduce the range further. For a rough intrinsic density of \(10^{19}\) cm⁻³, electrons and holes both screen. The density in \(\lambda\) is then \(2\times10^{19}\) cm⁻³, and \(\lambda=1.97\) nm. The equal-energy condition gives 0.71 nm, about one seventh of the 4.76 nm found in part (a).

These radii refer to unit charges. At 1273 K the Fermi level lies near the middle of the narrowed gap, close to the rough iron level, so a large part of the iron, of order half, is neutral at any moment. The 0.71 nm figure is itself rough. It is three bond lengths, where a continuum is questionable. A sphere of radius 1.02 nm also contains on average only about 0.09 carriers, so a smooth screening cloud describes an average over time and not the field at one moment. At the furnace temperature the attraction between unit charges thus exceeds \(kT\) only within about a nanometre of the fixed ion, against more than four nanometres at room temperature.
